\section*{Why a Rigid Scissor Shift Leaves Effective Masses Unchanged}

\section{A gap opened without a change of mass}

Take an electron in one dimension near the zone boundary $k_0=\pi/a$ of a crystal with lattice constant $a$, and keep two plane waves, with wavevectors $k_0+q$ and $-k_0+q$. Hartree atomic units are used, so $\hbar=m_e=1$. A local potential couples the two waves with strength $V>0$. Their kinetic energies are $(k_0^2+q^2)/2\pm k_0q$, so with Pauli matrices in this basis
\begin{equation}
H(q)=\frac{k_0^2+q^2}{2}+k_0q\,\sigma_z+V\sigma_x .
\end{equation}
The square of $k_0q\,\sigma_z+V\sigma_x$ is $W^2=V^2+k_0^2q^2$, because $\sigma_z$ and $\sigma_x$ anticommute. The bands are therefore
\begin{equation}
E_\pm(q)=\frac{k_0^2+q^2}{2}\pm W(q),\qquad W(q)=\sqrt{V^2+k_0^2q^2}.
\end{equation}
The gap at $q=0$ is $g=2V$. Expanding, $W\simeq V+k_0^2q^2/(2V)=g/2+k_0^2q^2/g$, so the conduction edge has curvature
\begin{equation}
\frac1{m_c}=E_+''(0)=1+\frac{2k_0^2}{g}.
\label{eq:twobandmass}
\end{equation}

A scissor shift raises every conduction state by a constant $\Delta>0$. One might argue that this replaces $g$ by $g+\Delta$ in (\ref{eq:twobandmass}) and so makes the electron heavier. To see what happens, construct the operator. The projector on the upper state at wavevector $q$ is
\begin{equation}
P_c(q)=\frac12\left[1+\frac{k_0q\,\sigma_z+V\sigma_x}{W(q)}\right],
\end{equation}
since the fraction has eigenvalue $+1$ on the upper state and $-1$ on the lower. Hence
\begin{equation}
H_S=H+\Delta P_c=\frac{k_0^2+q^2}{2}+\frac\Delta2+\left(1+\frac{\Delta}{2W}\right)(k_0q\,\sigma_z+V\sigma_x).
\label{eq:HStwo}
\end{equation}
The last term has eigenvalues $\pm(W+\Delta/2)$. The energies are thus $E_-$ and $E_++\Delta$ at every $q$: the gap has grown and both masses are unchanged.

The k.p expansion of (\ref{eq:HStwo}) shows where the argument fails. From $1/W\simeq(1/V)(1-k_0^2q^2/2V^2)$ and $V=g/2$,
\begin{equation}
\frac{\Delta}{2W}\simeq\frac\Delta g\left(1-\frac{2k_0^2q^2}{g^2}\right).
\end{equation}
Through second order in $q$ this gives
\begin{equation}
H_S\simeq\frac{k_0^2+q^2+\Delta}{2}+\frac{g+\Delta}{g}\,k_0q\,\sigma_z
+\left[\frac{g+\Delta}{2}-\frac{\Delta k_0^2q^2}{g^2}\right]\sigma_x .
\end{equation}
The edge states have $\sigma_x=\pm1$, and $\sigma_z$ couples them with unit strength. Two things have changed besides the gap. The interband velocity is multiplied by $(g+\Delta)/g$, and the conduction edge has acquired a diagonal energy $-\Delta k_0^2q^2/g^2$. Second-order perturbation theory, with twice the coefficient of $q^2$ as the curvature, gives
\begin{equation}
\frac1{m_c}=1+\frac{2k_0^2}{g+\Delta}\left(\frac{g+\Delta}{g}\right)^2-\frac{2\Delta k_0^2}{g^2}
=1+\frac{2k_0^2}{g}.
\end{equation}
The rescaled velocity by itself does not preserve the mass. It enters squared and overcompensates the larger denominator; the diagonal term removes the excess.

The heavier mass $1/m_c=1+2k_0^2/(g+\Delta)$ belongs to another operator, $H(q)+\Delta P_c(0)$, whose projector is frozen at the edge. Because $P_c(0)=(1+\sigma_x)/2$, this operator merely replaces $V$ by $V+\Delta/2$ and adds a constant. In this model it describes a stronger local potential, which does raise the mass.

\section{General statement}

Let $H=p^2/2+V(x)$ be a crystal Hamiltonian with a local potential, and let $H(k)=e^{-ikx}He^{ikx}=(p+k)^2/2+V$ act on cell-periodic functions. Label valence states $v$ and conduction states $c$, and suppose that a gap separates the two sets at every $k$, so that $P_c(k)$ is smooth. Define
\begin{equation}
H_S(k)=H(k)+\Delta P_c(k),\qquad \Delta\ \text{constant}.
\end{equation}
Write $p_{mn}=\langle m|\partial_kH|n\rangle=\langle m|p+k|n\rangle$ and $g_{cv}=E_c-E_v$, all at the same $k$. Then:
\begin{enumerate}
\item The bands of $H_S$ are $E_v(k)$ and $E_c(k)+\Delta$, with unchanged $k$-derivatives.
\item Valence--conduction velocities are multiplied by $(g_{cv}+\Delta)/g_{cv}$; velocities within either set are unchanged.
\item In the k.p formula for the mass, the effect of these velocities and of the larger gaps is cancelled by the second $k$-derivative of $\Delta P_c$.
\end{enumerate}

\section{Proof}

\textbf{Bands.} An eigenstate of $H(k)$ is an eigenstate of $P_c(k)$ with eigenvalue 1 or 0. This gives the first statement, for degenerate bands as well.

\textbf{Velocities.} The velocity operator is $i[H_S,x]$. Differentiating $e^{-ikx}H_Se^{ikx}$ gives $e^{-ikx}(-ixH_S+iH_Sx)e^{ikx}$, so the velocity acts on cell-periodic functions as $\partial_kH_S(k)$. A local operator commutes with $x$ and adds nothing. The projector has a kernel $P_c(x,x')$ that connects different points, and its commutator does not vanish.

Let a prime denote $\partial_k$ and write $P=P_c$. Differentiating $P^2=P$ gives $P'P+PP'=P'$. Between two conduction states this reads $2P'_{cc'}=P'_{cc'}$, and between two valence states $0=P'_{vv'}$. Both blocks vanish, which leaves velocities within each set unchanged. For the mixed block, differentiate $[H,P]=0$:
\begin{equation}
[H',P]+[H,P']=0 .
\end{equation}
Take the element $\langle c|\cdots|v\rangle$. Since $P|v\rangle=0$ and $\langle c|P=\langle c|$, the first commutator gives $-p_{cv}$; the second gives $(E_c-E_v)P'_{cv}$. Therefore
\begin{equation}
P'_{cv}=\frac{p_{cv}}{g_{cv}},\qquad
v_{cv}=p_{cv}+\Delta P'_{cv}=p_{cv}\,\frac{g_{cv}+\Delta}{g_{cv}} .
\label{eq:velocity}
\end{equation}

\textbf{Curvature.} Differentiating $P^2=P$ twice gives $P''P+2P'^2+PP''=P''$. Its diagonal conduction element is $2P''_{cc}+2(P'^2)_{cc}=P''_{cc}$, and its diagonal valence element is $2(P'^2)_{vv}=P''_{vv}$. With (\ref{eq:velocity}),
\begin{equation}
P''_{cc}=-2\sum_v\frac{|p_{cv}|^2}{g_{cv}^2},\qquad
P''_{vv}=+2\sum_c\frac{|p_{cv}|^2}{g_{cv}^2}.
\label{eq:contact}
\end{equation}

For a nondegenerate state $n$ with energy $\tilde E_n$ under $H_S$, expand $H_S(k+q)=H_S+qH_S'+\tfrac12q^2H_S''$. Second-order perturbation theory gives
\begin{equation}
\tilde E_n''=\langle n|H_S''|n\rangle+2\sum_{m\ne n}\frac{|v_{mn}|^2}{\tilde E_n-\tilde E_m},
\qquad H_S''=1+\Delta P''.
\label{eq:curvature}
\end{equation}
For a conduction state, each valence state contributes
\begin{equation}
\frac{2|p_{cv}|^2}{g_{cv}+\Delta}\frac{(g_{cv}+\Delta)^2}{g_{cv}^2}-\frac{2\Delta|p_{cv}|^2}{g_{cv}^2}
=\frac{2|p_{cv}|^2}{g_{cv}} ,
\end{equation}
which is its contribution before the shift. For a valence state both terms change sign and the result is $-2|p_{cv}|^2/g_{cv}$. Terms within one set keep their velocities and energy differences. The cancellation thus holds pair by pair. $\square$

If $\Delta$ depends on $k$, the conduction energy is $E_c(k)+\Delta(k)$ and its curvature changes by $\Delta''(k)$. The shift is then no longer rigid and the mass can change. The result is a property of the idealized operator $\Delta P_c$ with constant $\Delta$. A quasiparticle or exchange correction in a real crystal is a nonlocal operator of finite range: it depends on $k$ and on the band, and it can mix states. Such a correction can open the same gap and yet change both the masses and the interband velocities by amounts that (\ref{eq:velocity}) does not give. If the gap closes, the projector need not be smooth and the proof does not apply.

\section{Numbers for a narrow-gap crystal}

Let $V(x)=2V_1\cos(2\pi x/a)+2V_2\cos(4\pi x/a)$ with $a=6$ bohr, $V_1=0.02$ and $V_2=0.01$ hartree, and one valence band. Diagonalization in 17 plane waves at $k_0=0.5236$ bohr$^{-1}$ gives $g=0.03926$ hartree (1.07 eV) and $|p_{cv}|=0.5238$. A shift $\Delta=0.02$ hartree raises the gap to $0.05926$ hartree (1.61 eV), a ratio of $1.5095$. The interband velocity becomes $|v_{cv}|=0.52378\times1.50947=0.7906$.

Before the shift, the terms of (\ref{eq:curvature}) at the conduction edge are the free-electron 1, the valence pair $2|p_{cv}|^2/g=13.977$, and $-0.003$ from higher conduction bands:
\begin{equation}
1+13.977-0.003=14.974,\qquad m_c=0.0668 .
\end{equation}
After the shift the pair term is $2|v_{cv}|^2/(g+\Delta)=2(0.790636)^2/0.059256=21.098$, and the projector contributes $\Delta P''_{cc}=-7.121$:
\begin{equation}
1+21.098-7.121-0.003=14.974,\qquad m_c=0.0668 .
\end{equation}
Keeping the bare velocity over the larger gap gives a pair term of $9.260$ and $m_c=0.0975$, too heavy. Rescaling the velocity but omitting $P''$ gives $m_c=0.0453$, too light. At the valence edge, $1-21.098+7.121=-12.977$, so the hole mass stays at $0.0771$.

A local potential behaves differently. Raising $V_1$ to $0.0302$ hartree produces the same enlarged gap, with $|p_{cv}|=0.5242$ almost unchanged. The mass, from finite differences of the band energy, is then $0.0974$. Here the velocity is nearly fixed and $H''=1$ has no projector term, so the larger denominator does give a heavier electron at this edge. The near constancy of $|p_{cv}|$ belongs to this way of opening the gap; another change of the local potential that yields the same gap can alter $|p_{cv}|$ and give a different mass.

\section{Fitting a k.p model to the shifted gap}

An ordinary k.p model has no $P''$ term. To keep the edge mass at the shifted gap, its coupling $P_{\rm fit}$ must satisfy $P_{\rm fit}^2/(g+\Delta)=|p_{cv}|^2/g$, so
\begin{equation}
P_{\rm fit}=|p_{cv}|\sqrt{\frac{g+\Delta}{g}}=0.5238\sqrt{1.5095}=0.6435 .
\end{equation}
This is a fit parameter and differs from the velocity $0.7906$ that governs interband transitions of the rigidly shifted Hamiltonian $H_S$.

The fit secures the curvature, not the whole band. In a two-band model with gap $G$ and coupling $P$, expanding $\sqrt{(G/2)^2+P^2q^2}$ gives the quartic term $-P^4q^4/G^3$. It is $-|p_{cv}|^4q^4/g^3$ for the true band. For the fit, with $G=g+\Delta$ and $P_{\rm fit}^4=|p_{cv}|^4(g+\Delta)^2/g^2$, it is $-|p_{cv}|^4q^4/[g^2(g+\Delta)]$, smaller in magnitude by the factor $g/(g+\Delta)=0.66$. The fitted band therefore bends away from its parabola too slowly. At $q=0.03$ bohr$^{-1}$ in the crystal above, the true conduction band, shifted or not, has risen by $5.96$ millihartree from its edge. The fitted model, with all 17 bands kept at their shifted edge energies and each valence--conduction coupling multiplied by $\sqrt{(g_{cv}+\Delta)/g_{cv}}$, gives $6.18$ millihartree, about 4\% more than the true rise.

All numerical values are calculated from the stated model.
